# Strain Reversal of the Highest Valence Level in Wurtzite Crystals, part 1

(Sections cited here and not found follow in the second part.)

## The valence levels under strain and the condition for reversal

If the order of the valence levels in a strained wurtzite layer is taken from the unstrained crystal, the polarization of its band-edge light can be predicted wrongly. The highest level may be one that cannot emit light polarized along the hexagonal axis, while in the strained layer a different level, which emits mainly with that polarization, has moved above it. The sign of the strained crystal-field energy does not settle the matter either: the two levels generally cross where that energy is not zero. What is needed is a condition that contains the crystal field, the strain and both spin-orbit energies of the hexagonal crystal.

Let the hexagonal \(c\) axis be \(z\). At the zone centre the three highest valence orbitals, without spin, are called \(X\), \(Y\) and \(Z\), because they transform like the coordinates \(x\), \(y\) and \(z\) under the point group \(C_{6v}\) of the crystal. With spin they make six states. All energies below are electron energies, so the highest valence level is the one that holes occupy first. Other bands enter only through the values of the parameters.

An angular momentum of size one can be defined on these orbitals by the matrices

\[
(L_a)_{ij}=-i\,\epsilon_{aij},
\]

where \(\epsilon_{aij}\) is the antisymmetric symbol with \(\epsilon_{xyz}=1\). Products of these matrices are needed several times. The contraction rule for two antisymmetric symbols gives

\[
(L_aL_b)_{ij}=-\sum_m\epsilon_{aim}\epsilon_{bmj}
=\sum_m\epsilon_{aim}\epsilon_{bjm}
=\delta_{ab}\delta_{ij}-\delta_{aj}\delta_{ib}.
\]

With \(E_{ij}=|i\rangle\langle j|\), this reads \(L_aL_b=\delta_{ab}I-E_{ba}\). In particular \(L_z^2=I-E_{zz}\), which is one on \(X\) and \(Y\) and zero on \(Z\).

Consider first the unstrained crystal without spin. Time reversal acts on real orbitals as complex conjugation, so the Hermitian energy matrix must be real and symmetric. The sixfold rotation forbids a coupling of \(Z\) to \(X\) or \(Y\), and it makes \(X\) and \(Y\) degenerate. If the energy of \(Z\) is chosen as zero, one number remains, the crystal-field energy \(\Delta_1\), and the matrix is \(\Delta_1L_z^2\).

A spin-dependent term has the form \(\sum_jO_j\sigma_j\), where the \(\sigma_j\) are Pauli matrices and the \(O_j\) act on the orbitals. Time reversal changes the sign of \(\sigma_j\), so \(O_j\) must change sign under complex conjugation. It is then an imaginary antisymmetric matrix, and every such \(3\times3\) Hermitian matrix is a real combination of \(L_x\), \(L_y\) and \(L_z\). The term is therefore \(\sum_{ij}M_{ij}L_i\sigma_j\) with real \(M_{ij}\). Invariance under the sixfold rotation leaves

\[
M=\begin{pmatrix}a&b&0\\-b&a&0\\0&0&c\end{pmatrix}.
\]

The mirror \(y\to-y\) removes \(b\). Both \(\mathbf L\) and \(\boldsymbol\sigma\) are axial vectors, whose \(x\) and \(z\) components change sign under this mirror while their \(y\) components do not. Hence \(L_x\sigma_y-L_y\sigma_x\) changes sign and is forbidden. Writing \(a=\Delta_3\) and \(c=\Delta_2\), we have

\[
H_0=\Delta_1L_z^2+\Delta_2L_z\sigma_z+\Delta_3(L_x\sigma_x+L_y\sigma_y).
\]

If the spin-orbit interaction were isotropic, \(\Delta_2\) and \(\Delta_3\) would be equal. The hexagonal crystal does not require this.

Strain enters through a symmetric tensor \(\varepsilon_{ij}\), positive for extension. In the Bir-Pikus method the strained crystal is described in coordinates \(\mathbf x'\) that deform with it, \(\mathbf x=(1+\varepsilon)\mathbf x'\). Its potential then has the old periodicity, and the same zone-centre orbitals can be used as a basis. To first order the momentum becomes \(\mathbf p=(1-\varepsilon)\mathbf p'\), so that

\[
\frac{p^2}{2m_0}=\frac{p'^2}{2m_0}-\frac1{m_0}\sum_{ij}\varepsilon_{ij}p'_ip'_j .
\]

The potential also changes linearly with strain. The sum of the two changes is a real operator, and between \(X\), \(Y\) and \(Z\) it gives a real symmetric matrix linear in \(\varepsilon_{ij}\). The change of the spin-orbit interaction with strain is neglected.

Symmetry fixes the form of this matrix. The six components of a symmetric tensor can be sorted by the phase \(e^{\pm im\phi}\) that they acquire in a rotation by \(\phi\) about \(z\). The components \(zz\) and \(xx+yy\) have \(m=0\), the combinations \(xz\pm iyz\) have \(m=1\), and \(xx-yy\pm2ixy\) have \(m=2\). For \(\phi=60^\circ\) the phases \(1\), \(e^{\pm i\pi/3}\) and \(e^{\pm2i\pi/3}\) all differ. An orbital component can therefore be coupled only to the strain component with the compensating phase. The case \(m=0\) allows \(2\times2=4\) constants, and \(m=1\) and \(m=2\) allow one constant each, which hermiticity and the mirror make real. There are thus six deformation potentials.

Define

\[
L_\pm=\frac{L_x\pm iL_y}{\sqrt2},\qquad
\varepsilon_\pm=\varepsilon_{xx}-\varepsilon_{yy}\pm2i\varepsilon_{xy},\qquad
\varepsilon_{\pm z}=\varepsilon_{xz}\pm i\varepsilon_{yz},
\]

and \(\{A,B\}=(AB+BA)/2\). A form that contains all six terms is

\[
\begin{aligned}
H_\varepsilon={}&(D_1+D_3L_z^2)\varepsilon_{zz}
+(D_2+D_4L_z^2)(\varepsilon_{xx}+\varepsilon_{yy})\\
&-D_5(L_+^2\varepsilon_-+L_-^2\varepsilon_+)\\
&-2D_6(\{L_z,L_+\}\varepsilon_{-z}+\{L_z,L_-\}\varepsilon_{+z}).
\end{aligned}
\]

The last two lines can be put into the \(X,Y,Z\) basis with the product rule. First,

\[
L_+^2=\tfrac12\left[L_x^2-L_y^2+i(L_xL_y+L_yL_x)\right]
=\tfrac12\left[E_{yy}-E_{xx}-i(E_{xy}+E_{yx})\right].
\]

Multiplying by \(\varepsilon_-\) and adding the Hermitian conjugate cancels the imaginary terms. The \(D_5\) line becomes

\[
D_5\left[(E_{xx}-E_{yy})(\varepsilon_{xx}-\varepsilon_{yy})
+2\varepsilon_{xy}(E_{xy}+E_{yx})\right].
\]

In the same way,

\[
\{L_z,L_+\}=-\frac1{2\sqrt2}
\left[E_{xz}+E_{zx}+i(E_{yz}+E_{zy})\right],
\]

and the \(D_6\) line becomes

\[
\sqrt2D_6\left[(E_{xz}+E_{zx})\varepsilon_{xz}
+(E_{yz}+E_{zy})\varepsilon_{yz}\right].
\]

Thus \(D_5\) splits \(X\) from \(Y\) when the basal plane is stretched unequally, and \(D_6\) mixes \(Z\) with \(X\) and \(Y\) when the \(c\) axis is sheared. As a test of the whole form, a random coupling tensor was averaged over the twelve operations of \(C_{6v}\). For ten random strains the averaged tensor gave the same matrix as the six-constant expression.

Now let the strain keep the sixfold symmetry: \(\varepsilon_{xx}=\varepsilon_{yy}\), with no shear. The terms in \(D_5\) and \(D_6\) vanish, and

\[
H_\varepsilon=\lambda+\theta L_z^2,
\]

\[
\lambda=D_1\varepsilon_{zz}+D_2(\varepsilon_{xx}+\varepsilon_{yy}),\qquad
\theta=D_3\varepsilon_{zz}+D_4(\varepsilon_{xx}+\varepsilon_{yy}).
\]

The energy \(\lambda\) moves all six states together. The energy \(\theta\) moves \(X\) and \(Y\) relative to \(Z\), which is also what the crystal field does. Strain therefore acts on the order of the levels through the single quantity

\[
\Delta=\Delta_1+\theta .
\]

For a pure dilation, with all three normal strains equal to \(e\), this gives \(\theta=(D_3+2D_4)e\). In a cubic crystal a dilation cannot separate \(Z\) from \(X\) and \(Y\), which requires \(D_3=-2D_4\). A wurtzite crystal whose potentials obey this quasi-cubic relation keeps its value of \(\Delta\) under pure dilation, and a change of shape is needed to alter it.

The full matrix is solved by using the eigenstates of \(L_z\),

\[
|1\rangle=-\frac{X+iY}{\sqrt2},\qquad |0\rangle=Z,\qquad
|-1\rangle=\frac{X-iY}{\sqrt2}.
\]

Let \(\Lambda_\pm=L_x\pm iL_y\) and \(s_\pm=(\sigma_x\pm i\sigma_y)/2\). Multiplying out the products shows that

\[
L_x\sigma_x+L_y\sigma_y=\Lambda_+s_-+\Lambda_-s_+ .
\]

The definition of the matrices gives \(L_xZ=-iY\) and \(L_yZ=iX\). Hence \(\Lambda_+Z=-X-iY=\sqrt2\,|1\rangle\) and \(\Lambda_-Z=X-iY=\sqrt2\,|-1\rangle\). Each term raises one angular momentum and lowers the other by one unit, so \(J_z=L_z+\sigma_z/2\) is conserved and the six states separate into small blocks.

The states \(|1\uparrow\rangle\) and \(|-1\downarrow\rangle\) have \(J_z=\pm3/2\). No other state shares either value, and both have \(L_z\sigma_z=1\). They form the level called \(\Gamma_9\), with energy

\[
E_9=\lambda+\Delta+\Delta_2 .
\]

The pair \(|1\downarrow\rangle,|0\uparrow\rangle\) has \(J_z=1/2\). For it \(L_z\sigma_z\) equals \(-1\) and \(0\), and the coupling is \(\sqrt2\Delta_3\). Measured from \(\lambda\), the block is

\[
\begin{pmatrix}\Delta-\Delta_2&\sqrt2\Delta_3\\\sqrt2\Delta_3&0\end{pmatrix}.
\]

The pair \(|-1\uparrow\rangle,|0\downarrow\rangle\), with \(J_z=-1/2\), has the same block, as time reversal requires. These states form two levels called \(\Gamma_7\). A sixfold rotation multiplies the \(\Gamma_9\) states by \(\mp i\) and the \(\Gamma_7\) states by \(e^{\mp i\pi/6}\). Since these factors differ, no perturbation with the sixfold symmetry can mix the two kinds, and they may cross.

Put \(g=\Delta-\Delta_2\) and \(R=\sqrt{g^2+8\Delta_3^2}\). The characteristic equation of the block, with \(E\) measured from \(\lambda\), is

\[
E^2-gE-2\Delta_3^2=0,
\]

and its roots give

\[
E_{7\pm}=\lambda+\frac{g\pm R}{2}.
\]

To compare \(\Gamma_9\) with both \(\Gamma_7\) levels at once, put \(F=E_9-\lambda=\Delta+\Delta_2\) into the characteristic polynomial. Since the polynomial equals the product of the distances from its two roots, and \(g=F-2\Delta_2\),

\[
\begin{aligned}
(E_9-E_{7+})(E_9-E_{7-})
&=F^2-(F-2\Delta_2)F-2\Delta_3^2\\
&=2\left[\Delta_2(\Delta+\Delta_2)-\Delta_3^2\right].
\end{aligned}
\]

A positive product means that \(\Gamma_9\) lies above both levels or below both. Its distance from their mean decides which:

\[
E_9-\frac{E_{7+}+E_{7-}}2=F-\frac{F-2\Delta_2}{2}=\frac F2+\Delta_2 .
\]

Assume \(\Delta_3\ne0\). If \(\Delta_2>0\), a positive product requires \(F>\Delta_3^2/\Delta_2>0\). The distance from the mean is then positive as well, so \(\Gamma_9\) is on top. If \(\Delta_2<0\), division by \(\Delta_2\) reverses the inequality, and a positive product requires \(F<\Delta_3^2/\Delta_2<0\). The distance from the mean is then negative, and \(\Gamma_9\) lies below both levels. If \(\Delta_2=0\), the product is \(-2\Delta_3^2\), and \(\Gamma_9\) lies between them. Therefore \(\Gamma_9\) is the highest level if and only if

\[
\Delta_2>0\quad\text{and}\quad
\Delta_2(\Delta_1+\theta+\Delta_2)>\Delta_3^2 .
\]

For \(\Delta_2>0\) the highest symmetry reverses at

\[
\boxed{\;\Delta_1+\theta=\Delta_c,\qquad
\Delta_c=\frac{\Delta_3^2}{\Delta_2}-\Delta_2\;}
\]

with \(\Gamma_9\) on top for larger \(\Delta_1+\theta\) and \(\Gamma_7\) on top for smaller. For \(\Delta_2\le0\) no strain of the symmetry considered here brings \(\Gamma_9\) to the top.

When \(\Delta_2=\Delta_3\), the threshold is \(\Delta=0\). The Hamiltonian then has the symmetry of an isolated atomic \(p\) shell, and \(\Gamma_9\) and the upper \(\Gamma_7\) level join into the fourfold level with total angular momentum \(3/2\). A larger \(|\Delta_3|\) at fixed \(\Delta_2\) raises the threshold, because the coupling \(\sqrt2\Delta_3\) pushes the upper \(\Gamma_7\) level upward and leaves \(\Gamma_9\) alone.

Far from the crossing the two orders look different. For large positive \(g\), \(R\simeq g+4\Delta_3^2/g\), so \(E_9-E_{7+}\simeq2\Delta_2-2\Delta_3^2/g\): the separation tends to \(2\Delta_2\). For large negative \(g\), \(E_{7+}-\lambda\simeq2\Delta_3^2/|g|\) tends to zero while \(E_9-\lambda=\Delta+\Delta_2\) continues to fall. The separation then grows without saturating, within the linear strain model.

The levels and the condition were tested by diagonalizing the full six-state matrix for 4000 random cases. The energies \(\Delta_1,\Delta_2,\Delta_3\) were drawn between \(-20\) and \(20\) meV, the deformation potentials between \(-8\) and \(8\) eV, and the in-plane and axial strains between \(-0.3\) and \(0.3\,\%\). The highest state was identified by its value of \(J_z^2\). It was \(\Gamma_9\) in 852 cases, and it was \(\Gamma_7\) in 1141 cases with \(\Delta_2>0\) and in all 2007 cases with \(\Delta_2<0\). The condition gave the right order in every case.

The order of the valence levels is now fixed by a condition on \(\Delta_1+\theta\) and the two spin-orbit energies. It remains to find the strain at which a real layer meets this condition, and what the reversal does to the polarization of its light.
